# Spurious reflection from a uniformly shifted device region

## Problem

A transport calculation joins a device region to two leads. The electrostatic potentials of the two parts are computed separately and must be aligned, and a small alignment error shifts every device site by the same energy. A device made of the same material as the leads is the cleanest place to see what this does, because the correct reflection is then zero.

Take an infinite chain with one orbital per site, orthogonal orbitals, site energy $e_0$ and hopping $-t$ with $t>0$. Sites $1,\dots,N$ form the device and carry an extra energy $\delta$:

$$(E-e_0-V_n)\psi_n+t(\psi_{n+1}+\psi_{n-1})=0,\qquad V_n=\delta\ \text{for}\ 1\le n\le N,\ \text{else }0. \tag{1}$$

In the leads $\psi_n=e^{\pm ikn}$ with $E=e_0-2t\cos k$. We take $0<k<\pi$, so that $dE/dk=2t\sin k>0$ and $e^{ikn}$ travels to the right. Transport is coherent. The shift $\delta$ is held fixed: it changes the charge in the device, and the response of a self-consistent potential to that change is left out.

(a) Find the reflection amplitude to first order in $\delta$ for a wave from the left.

(b) Find the reflection probability $R$ to second order, and describe its dependence on $N$.

(c) When does the second-order result fail?

(d) Evaluate it for a two-spin chain with $t=1.25$ eV, $\delta=10$ meV, $E=0$, site spacing 0.143 nm, and band centres $e_0=0.25$ eV (majority) and $2.25$ eV (minority). Take $N=18$.

## Hints

1. For (a), find the response of the perfect chain to a source on one site, with waves leaving on both sides. Each shifted site then acts as a source driven by the incident wave.
2. For (b), ask which orders of the amplitude enter $|r|^2$ at order $\delta^2$. Then ask the same of the transmission amplitude, and decide which route is shorter.
3. For (c), the wave inside the device has a slightly different wave number $q$. Compare $Nq$ with $Nk$.

## Solution

### (a) The amplitude

Let $G(n,m)$ be the response at site $n$ to a unit source at site $m$:

$$(E-e_0)G(n,m)+t[G(n+1,m)+G(n-1,m)]=\delta_{nm}.$$

Here $\delta_{nm}$ is the Kronecker symbol. Try the outgoing form $G=g\,e^{ik|n-m|}$. For $n\neq m$ the left side is proportional to $E-e_0+2t\cos k=0$, as required. For $n=m$,

$$g\,(-2t\cos k+2te^{ik})=2it\sin k\;g=1,\qquad G(n,m)=\frac{e^{ik|n-m|}}{2it\sin k}.$$

Moving $V_n\psi_n$ in (1) to the right side turns it into a source, so

$$\psi_n=e^{ikn}+\sum_{m=1}^{N}G(n,m)\,\delta\,\psi_m .$$

To first order, $\psi_m$ in the sum is replaced by the incident wave $e^{ikm}$. To the left of the device $|n-m|=m-n$, and the scattered part is $r_1e^{-ikn}$ with

$$r_1=\frac{\delta}{2it\sin k}\sum_{m=1}^{N}e^{2ikm}. \tag{2}$$

One factor $e^{ikm}$ is the phase on the way in, the other the phase on the way back. The geometric sum is

$$\sum_{m=1}^{N}e^{2ikm}=e^{2ik}\,\frac{1-e^{2ikN}}{1-e^{2ik}}
=e^{2ik}\,\frac{-2i\,e^{ikN}\sin Nk}{-2i\,e^{ik}\sin k}=e^{ik(N+1)}\frac{\sin Nk}{\sin k},$$

and therefore

$$r_1=\frac{\delta\,e^{ik(N+1)}}{2it}\,\frac{\sin Nk}{\sin^2k}. \tag{3}$$

### (b) The reflection probability

Incident and reflected waves have the same speed, so $R=|r|^2$. With $r=r_1+r_2+\dots$, where $r_2\propto\delta^2$,

$$R=|r_1|^2+2\,\mathrm{Re}(r_1^*r_2)+\dots$$

The second term is already of order $\delta^3$. The first-order amplitude is thus enough:

$$R_2=\left(\frac{\delta}{2t\sin k}\right)^2\left(\frac{\sin Nk}{\sin k}\right)^2. \tag{4}$$

The transmission side is less convenient. To first order its amplitude is $1+N\delta/(2it\sin k)$, whose squared modulus exceeds 1. The second-order amplitude is needed there to restore $R+T=1$.

To see where the oscillation comes from, leave the sum in its unfactored form:

$$r_1=\frac{\delta\,e^{ik}}{4t\sin^2k}\left(1-e^{2ikN}\right).$$

The two terms are the reflections from the two ends of the shifted region. They have equal size and opposite sign, because the potential steps up at one end and down at the other. The second carries the round-trip phase $2Nk$. Hence:

- The period in $N$ is $\pi/k$ sites, half a wavelength. Since $N$ is an integer, only samples of this curve are seen. For $k>\pi/2$ the same samples follow the longer period $\pi/(\pi-k)$, because $\sin^2Nk=\sin^2N(\pi-k)$.
- $R_2$ stays between zero and the envelope $[\delta/(2t\sin^2k)]^2$, which is four times the reflection of one step. It does not grow with length.
- For $Nk\ll1$ the sites reflect in phase and $R_2\approx[N\delta/(2t\sin k)]^2$. A single site gives $[\delta/(2t\sin k)]^2$.
- Near the band bottom the energy above it is $\varepsilon\approx tk^2$, and the envelope becomes $(\delta/2\varepsilon)^2$. What matters is the shift relative to the kinetic energy along the chain.

To keep $R_2$ within a tolerance $\epsilon$ at every length, it is enough that $|\delta|\le2t\sin^2k\,\sqrt{\epsilon}$. This rule holds within second order.

### (c) Where the expansion fails

The model can be solved without expansion. On a device site, (1) reads

$$\psi_{n+1}=2\cos q\;\psi_n-\psi_{n-1},\qquad \cos q=\cos k+\frac{\delta}{2t}, \tag{5}$$

since $(e_0+\delta-E)/t=2\cos k+\delta/t$. In matrix form,

$$\begin{pmatrix}\psi_{n+1}\\ \psi_n\end{pmatrix}=P\begin{pmatrix}\psi_n\\ \psi_{n-1}\end{pmatrix},\qquad P=\begin{pmatrix}2\cos q&-1\\1&0\end{pmatrix}.$$

$P$ has trace $2\cos q$ and determinant 1, so $P^2=2\cos q\,P-1$. With $s_N=\sin Nq/\sin q$ this gives $P^N=s_NP-s_{N-1}$. The formula holds for $N=1$, and one more factor $P$ gives

$$s_N(2\cos q\,P-1)-s_{N-1}P=s_{N+1}P-s_N,$$

where $2\cos q\,s_N-s_{N-1}=s_{N+1}$ was used.

Now use the lead waves $u_\pm=(e^{\pm ik},1)^T$ as a basis, and let $M$ be $P^N$ in that basis. An incident wave $u_++r'u_-$ must leave as $\tau u_+$, where $r'$ equals $r$ up to a phase. The $u_-$ component gives $M_{-+}+M_{--}r'=0$. The $u_+$ component then gives $\tau=M_{++}+M_{+-}r'=\det M/M_{--}=1/M_{--}$. Hence $R/T=|r'/\tau|^2=|M_{-+}|^2$.

The perfect-chain matrix is diagonal in this basis, and $P$ differs from it by $(\delta/t)D$ with $D=\mathrm{diag}(1,0)$. Only this part contributes to $M_{-+}$. Write $Du_+=(e^{ik},0)^T=\alpha u_++\beta u_-$. The lower row gives $\alpha=-\beta$ and the upper row $\beta(e^{-ik}-e^{ik})=e^{ik}$, so $|\beta|=1/(2\sin k)$. With $T=1-R$,

$$\frac{R}{1-R}=\left(\frac{\delta}{2t\sin k}\right)^2\left(\frac{\sin Nq}{\sin q}\right)^2. \tag{6}$$

This has the form of (4) with $q$ in place of $k$ in the second factor. Expanding (5) gives $q\approx k-\delta/(2t\sin k)$. The logarithmic derivative of $(\sin Nq/\sin q)^2$ with respect to $q$ is $2(N\cot Nq-\cot q)$, and $R/(1-R)$ differs from $R$ first at order $\delta^4$. The next order is therefore

$$R\approx R_2\left[1-\frac{\delta}{t\sin k}\,(N\cot Nk-\cot k)\right]. \tag{7}$$

The second-order result needs three conditions:

1. The accumulated phase error must be small: $N|\delta|/(2t\sin k)\ll1$. For a fixed shift, a long enough device violates this. The reflection remains bounded, but its maxima fall at other lengths than (4) predicts.
2. The energy must be far from the band edges compared with $|\delta|$, unless the device is so short that $Nk\ll1$ (near the upper edge, $N(\pi-k)\ll1$). Close to an edge, $q$ need not be close to $k$ and may even be complex.
3. $N$ must not lie near a zero of $\sin Nk$, where higher orders dominate (variation 2).

### (d) Numbers

For the minority spin $\cos k=(e_0-E)/2t=2.25/2.5=0.9$, so $k=0.451$ and $\sin^2k=0.19$. The energy is 0.25 eV above the band bottom. The period is $\pi/k=6.97$ sites, or 1.00 nm, and the envelope is

$$\left(\frac{0.010}{2.5\times0.19}\right)^2=4.4\times10^{-4}.$$

For the majority spin $\cos k=0.1$, $k=1.471$ and $\sin^2k=0.99$. The period is 2.14 sites (0.31 nm) and the envelope $1.6\times10^{-5}$. The minority envelope is 27 times the majority one, the squared ratio of the two values of $\sin^2k$. At a single length the ratio of the two reflections can be larger or smaller.

The full reflection can also be found the way a transport code does it. On the right, $\psi_{N+1}=e^{ik}\psi_N$, which adds a self-energy $-te^{ik}$ to site $N$. On the left, $\psi_0=1+r$ and $\psi_1=e^{ik}+re^{-ik}$ combine to $\psi_0=e^{ik}\psi_1+1-e^{2ik}$. This adds the same self-energy to site 1 and a source $-t(1-e^{2ik})=i\Gamma e^{ik}$, with $\Gamma=2t\sin k$. If $\mathcal G$ is the inverse of $E-H$ for the $N$ device sites, self-energies included, then $\psi_1=i\Gamma e^{ik}\mathcal G_{11}$ and

$$r=e^{ik}(\psi_1-e^{ik})=e^{2ik}(i\Gamma\mathcal G_{11}-1).$$

Numerical inversion gives, for the minority spin:

| $N$ | length (nm) | $R$ | $R_2$ |
|---|---|---|---|
| 1 | 0.14 | $8.42\times10^{-5}$ | $8.42\times10^{-5}$ |
| 4 | 0.57 | $4.43\times10^{-4}$ | $4.20\times10^{-4}$ |
| 7 | 1.00 | $1.12\times10^{-6}$ | $1.08\times10^{-7}$ |
| 10 | 1.43 | $4.22\times10^{-4}$ | $4.25\times10^{-4}$ |
| 18 | 2.57 | $4.56\times10^{-4}$ | $4.13\times10^{-4}$ |
| 150 | 21.45 | $3.8\times10^{-5}$ | $4.4\times10^{-4}$ |

At $N=18$ second order is 9% below the full value. The third-order term (7) raises it to $4.66\times10^{-4}$, which is 2% above. The full value exceeds the second-order envelope because, for $k<\pi/2$, a positive shift lowers $\sin q$ in (6). The phase error reaches 1 rad at about $2t\sin k/\delta=109$ sites. At $N=150$ it is about 1.4 rad, and second order is too large by a factor of about 12.

For the majority spin at $N=18$ the full value is $1.49\times10^{-5}$, against $R_2=1.55\times10^{-5}$. The minority conductance is too low by $4.56\times10^{-4}\,e^2/h=18$ nS out of 38.7 µS. The perfect chain has one fully open channel per spin and no current polarization. The shifted one has

$$\frac{T_\uparrow-T_\downarrow}{T_\uparrow+T_\downarrow}\approx\frac{R_\downarrow-R_\uparrow}{2}=2.2\times10^{-4},$$

where $\uparrow$ is the majority spin. An alignment error that is the same for both spins thus produces a false spin signal. To keep $R_2\le10^{-4}$ at every length, the shift may be at most 4.7 meV for the minority channel and 24.7 meV for the majority channel.

### Beside a real electrode

The exchange splitting of 2 eV and a layer spacing near 0.14 nm are rough values for iron along a cube axis. The single band is not iron's band structure, and the minority band bottom 0.25 eV below the Fermi energy is a choice made to show a slow channel.

Among the coherent effects estimated here, the restriction to a single channel moves the result most. In a crystal, each transverse wave vector gives its own chain. A uniform shift commutes with the transverse part of the Hamiltonian, so these channels do not mix. For a simple cubic lattice with the same $t$ in all directions, the channel centre becomes $e_0+2t(2-\cos k_x-\cos k_y)$. Averaging (6) over all open channels at $N=18$, on a $1200\times1200$ mesh, gives a mean reflection of $4.0\times10^{-2}$ for the minority spin and $5.1\times10^{-3}$ for the majority. Doubling the mesh from 600 points per direction changed these by $2\times10^{-5}$ and $4\times10^{-5}$. The minority mean is nearly 90 times the value for the channel at $k_x=k_y=0$. These values hold for $\delta=+10$ meV, and they are neither even in $\delta$ nor quadratic in it. For $\delta=-10$ meV the means are $1.5\times10^{-2}$ and $1.9\times10^{-3}$, and the minority mean is about 40 times the single-channel value. Halving the positive shift to 5 meV lowers the minority mean to $1.6\times10^{-2}$, by a factor of 2.6 rather than 4.

The excess comes from grazing channels, which have little energy $\varepsilon$ along the transport direction. For a nearly parabolic transverse band the minority channels are spread evenly over $0<\varepsilon<0.25$ eV. With the envelope $(\delta/2\varepsilon)^2$, those above 25 meV contribute at most about

$$\frac{1}{0.25\ \text{eV}}\int_{0.025\ \text{eV}}^{0.25\ \text{eV}}\frac{\delta^2}{4\varepsilon^2}\,d\varepsilon\approx0.004,$$

a tenth of the mean. The rest comes from the lowest tenth of the channels, where second order is unreliable or fails. The tolerances of 4.7 and 24.7 meV therefore apply to the channel at $k_x=k_y=0$, not to the total conductance of a wide electrode.

For the single channel, temperature has a smaller effect. Averaging (6) over energy with the thermal weight $-df/dE$ at 300 K, where $f$ is the Fermi function, lowers the single-channel values at $N=18$ to $3.75\times10^{-4}$ (minority) and $1.35\times10^{-5}$ (majority). With a rough spin–orbit energy of 0.05 eV, spin mixing is of order $(0.05/2)^2\approx6\times10^{-4}$, a number larger than the false polarization of $2.2\times10^{-4}$ found for the single channel. Whether it masks that signal depends on the form of the coupling. A uniform on-site mixing tilts the two channels to exactly opposite spin directions, so the perfect chain stays unpolarized and the false polarization stays at $2.2\times10^{-4}$. A mixing that depends on $k$ tilts the two channels by different angles and can polarize the perfect chain at this order. With a rough mean free path of 5 nm, the 2.6 nm device is half a mean free path long, so scattering in a real metal would far outweigh a single-channel reflection of $10^{-4}$. The spurious term matters when a calculation without such scattering is asked for small differences.

## Variation 1: softened ends

*The potential error rises over two sites: the profile is $\delta(\tfrac12,1,\dots,1,\tfrac12)$ on $N+1$ sites. How does $R_2$ change?*

This profile is the average of two uniform blocks of $N$ sites, one displaced by one site. In (2) a displacement by one site multiplies the sum by $e^{2ik}$, so

$$r_1\to r_1\,\frac{1+e^{2ik}}{2}=r_1e^{ik}\cos k,\qquad R_2\to R_2\cos^2k.$$

The period in $N$ is unchanged. The minority factor is $0.9^2=0.81$ and the majority factor $0.1^2=0.01$. A long wave hardly notices the softening. Near $k=\pi/2$ the two displaced blocks reflect almost in antiphase. In second order, softening on the scale of one site thus raises the ratio of minority to majority reflection by a factor of 81 here. Their difference, which sets the false polarization, becomes smaller at $N=18$, because the minority reflection itself falls by 19%.

## Variation 2: a device at a node

*Let $Nk=m\pi$ with integer $m$, so that $R_2=0$. What reflection is left?*

Use (6) with $q\approx k-\delta/(2t\sin k)$. Then $\sin^2Nq\approx[N\delta/(2t\sin k)]^2$, and to leading order $\sin q$ may be replaced by $\sin k$:

$$R\approx\left(\frac{\delta}{2t\sin^2k}\right)^2\left(\frac{N\delta}{2t\sin k}\right)^2=\frac{N^2\delta^4}{16\,t^4\sin^6k}.$$

The residue is of fourth order and grows as $N^2$ from node to node, as long as the phase error is small.

The minority device with $N=7$ is close to a node but not on it: $7k$ exceeds $\pi$ by 0.016. The phase error is $7/109=0.064$ and acts in the opposite direction, which leaves $|\sin Nq|\approx0.049$. Multiplying its square by the envelope gives $0.049^2\times4.4\times10^{-4}\approx1.1\times10^{-6}$, in agreement with the full value in the table. Second order keeps only the 0.016 and is too small by a factor of ten. A very small reflection at one chosen length is therefore no evidence of good alignment. Comparing several energies or several lengths helps to expose such an accidental node, provided that the chosen points do not all lie near nodes themselves.
